# Ion flux to a negatively biased planar wall: test program

```python
"""
Result under test: at fixed centre density n0 and electron temperature Te,
the ion flux to a planar, strongly negative wall is n0*uB/2 for every bias,
while sheath thickness and ion impact energy grow with bias.

Model: cold ions born at rest, no collisions, Boltzmann electrons, dc bias.
Scaled variables of the full plasma-to-wall model:
  x      distance from plasma centre / centre Debye length
  eta    potential drop from the centre / Te
  field  d(eta)/dx
  flux   ion flux / (n0*uB)
  speed  ion mean speed / uB, with uB = sqrt(e*Te/M)
  delta  ionization frequency * Debye length / uB
The sheath drop V runs from the sheath edge to the wall (positive number).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import brentq

# ---------- chosen inputs and derived scales ----------
Te = 3.0                       # V
n0 = 1.0e16                    # m^-3
half_gap = 0.05                # m, centre to wall
ion_mass_u = 39.95             # argon, atomic mass units
M = ion_mass_u * const.atomic_mass
e, me, eps0 = const.e, const.m_e, const.epsilon_0
uB = np.sqrt(e * Te / M)
debye0 = np.sqrt(eps0 * Te / (e * n0))
debye_s = np.sqrt(2.0) * debye0          # edge density is n0/2
flux_ideal = 0.5 * n0 * uB
J_ideal = e * flux_ideal
L = half_gap / debye0

# ---------- electron current and floating drop ----------


def electron_to_ion_flux(drop):
    """One-sided Maxwellian flux over a barrier, divided by the Bohm flux."""
    vmin = np.sqrt(2.0 * drop)
    integral = quad(lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi),
                    vmin, vmin + 12.0, epsabs=1e-14)[0]
    return integral * np.sqrt(M / me)


float_formula = 0.5 * np.log(M / (2 * np.pi * me))
float_numeric = brentq(lambda d: electron_to_ion_flux(d) - 1.0, 1.0, 10.0)
assert abs(float_formula - float_numeric) < 1e-5
Vf = Te * float_formula

# ---------- Bohm condition from the sheath first integral ----------
h, m = sp.symbols("h m", positive=True)
first_integral = m**2 * (sp.sqrt(1 + 2 * h / m**2) - 1) + sp.exp(-h) - 1
second_order = sp.diff(first_integral, h, 2).subs(h, 0) / 2
assert sp.simplify(second_order - (1 - 1 / m**2) / 2) == 0
third_order = sp.diff(first_integral.subs(m, 1), h, 3).subs(h, 0) / 6
assert sp.simplify(third_order - sp.Rational(1, 3)) == 0

# ---------- sheath growth: quadrature against closed form ----------


def F(drop):
    w = np.sqrt(1 + 2 * drop)
    return np.sqrt(2) / 3 * (w + 4) * np.sqrt(w - 2)


def growth_quadrature(drop1, drop2):
    """Sheath growth in edge Debye lengths, electrons included."""
    def integrand(w):
        drop = (w * w - 1) / 2
        return w / np.sqrt(2 * (w - 2 + np.exp(-drop)))
    return quad(integrand, np.sqrt(1 + 2 * drop1),
                np.sqrt(1 + 2 * drop2), limit=300)[0]


def child_thickness(drop):
    return np.sqrt(2) / 3 * (2 * drop) ** 0.75


drops_V = np.array([Vf, 50.0, 100.0, 200.0, 400.0])
drops = drops_V / Te
for d in drops[1:]:
    assert abs(growth_quadrature(drops[0], d) - (F(d) - F(drops[0]))) < 0.01

# Child's current law must return the Bohm current at very large bias
huge = 1.0e6
s_huge = growth_quadrature(5.0, huge) * debye_s
J_child = (4 / 9 * eps0 * np.sqrt(2 * e / M)
           * (huge * Te) ** 1.5 / s_huge**2)
assert abs(J_child / J_ideal - 1) < 0.01

# ---------- presheath length in the quasi-neutral limit ----------
presheath_length = quad(lambda u: (1 - u * u) / (1 + u * u), 0, 1)[0]
assert abs(presheath_length - (np.pi / 2 - 1)) < 1e-10

# ---------- full model from centre to wall ----------
wall_etas = np.log(2.0) + drops


def make_wall_event(target):
    def event(x, y):
        return y[0] - target
    return event


def sonic_event(x, y):
    return y[3] - 1.0


def integrate_plasma(delta):
    def rhs(x, y):
        eta, field, flux, speed = y
        ne = np.exp(-eta)
        ni = flux / speed
        return [field, ni - ne, delta * ne,
                field / speed - delta * ne / ni]

    # regular expansion about the symmetry plane: speed = slope*x
    slope = brentq(lambda a: a * (1 + 2 * a * a) - delta, 0.0, delta)
    speed0 = 0.01
    eta0 = speed0**2
    ni0 = np.exp(-eta0) + 2 * slope**2
    start = [eta0, 2 * slope * speed0, ni0 * speed0, speed0]
    events = [make_wall_event(t) for t in wall_etas] + [sonic_event]
    events[len(wall_etas) - 1].terminal = True
    sol = solve_ivp(rhs, (speed0 / slope, 3 * L), start, method="Radau",
                    rtol=1e-7, atol=1e-8, events=events)
    assert sol.status == 1
    # total momentum: ions + electron pressure - field stress = constant
    eta, field, flux, speed = sol.y[:, :-1]
    balance = flux * speed + np.exp(-eta) - field**2 / 2
    assert np.max(np.abs(balance - 1)) < 1e-3
    x_sonic = sol.t_events[-1][0]
    eta_sonic = sol.y_events[-1][0][0]
    rows = []
    for k in range(len(wall_etas)):
        state = sol.y_events[k][0]
        rows.append([sol.t_events[k][0], state[2], state[3],
                     x_sonic, eta_sonic, delta])
    return rows


runs = np.array([integrate_plasma(c / L)
                 for c in (0.55, 0.60, 0.65, 0.70, 0.75)])
full = []
for k in range(len(drops)):
    x_wall = runs[:, k, 0]
    assert x_wall.min() < L < x_wall.max()
    # pick the ionization frequency that puts the wall exactly at L
    full.append(BarycentricInterpolator(x_wall, runs[:, k, 1:])(L))
full = np.array(full)
flux_full, speed_full, x_edge, eta_edge, delta_full = full.T
energy_full = 0.5 * speed_full**2
thickness_full = L - x_edge

assert np.all(np.abs(flux_full / 0.5 - 1) < 0.04)
flux_spread = np.ptp(flux_full) / flux_full.mean()
assert flux_spread < 0.006
assert np.all(np.abs(energy_full - (0.5 + drops)) < 0.1)
assert np.all(np.abs(eta_edge - np.log(2)) < 0.1)
assert np.ptp(eta_edge) < 0.01
assert np.all(np.abs(delta_full * x_edge / presheath_length - 1) < 0.04)
growth_full = (thickness_full - thickness_full[0]) * debye0
growth_formula = (F(drops) - F(drops[0])) * debye_s
assert np.all(np.abs(growth_full[1:] / growth_formula[1:] - 1) < 0.05)
assert np.all(np.diff(thickness_full) > 0)
assert np.all(np.diff(delta_full) > 0)

# ---------- printed numbers ----------
print(f"Te = {Te:.1f} V, n0 = {n0:.1e} m^-3")
print(f"centre-to-wall distance = {half_gap*100:.1f} cm")
print(f"argon ion mass = {ion_mass_u:.2f} u = {M:.4e} kg")
print(f"Bohm speed = {uB:.1f} m/s")
print(f"edge density n0/2 = {n0/2:.2e} m^-3")
print(f"Debye length, centre = {debye0*1e3:.4f} mm")
print(f"Debye length, edge = {debye_s*1e3:.4f} mm")
print(f"ideal ion flux = {flux_ideal:.4e} m^-2 s^-1")
print(f"ideal ion current density = {J_ideal:.4f} A/m^2")
print(f"floating sheath drop = {float_formula:.4f} Te = {Vf:.3f} V")
print(f"presheath length*nu/uB = {presheath_length:.4f}")
print("FORMULAS: V(V) energy(eV) growth(mm) Child s(mm) power(W/m^2)")
for k, V in enumerate(drops_V):
    print(f"  {V:6.2f} {V+Te/2:7.2f} {growth_formula[k]*1e3:6.3f}"
          f" {child_thickness(drops[k])*debye_s*1e3:6.3f}"
          f" {J_ideal*(V+Te/2):7.2f}")
print("FULL MODEL: V(V) flux(m^-2 s^-1) flux/ideal energy(eV)")
for k, V in enumerate(drops_V):
    print(f"  {V:6.2f} {flux_full[k]*n0*uB:.4e}"
          f" {flux_full[k]/0.5:.4f} {energy_full[k]*Te:7.2f}")
print("FULL MODEL: V(V) s(mm) growth(mm) presheath drop(V) nu(1/s)")
for k, V in enumerate(drops_V):
    print(f"  {V:6.2f} {thickness_full[k]*debye0*1e3:6.3f}"
          f" {growth_full[k]*1e3:6.3f} {eta_edge[k]*Te:.3f}"
          f" {delta_full[k]*uB/debye0:.4e}")
print(f"full-model flux spread over all biases = {flux_spread*100:.3f} %")
print("NEAR FLOATING: V-Vf(V) ion, electron, net current (A/m^2)")
for extra in (0.0, 1.0, 2.0, 3.0, 5.0):
    Je = J_ideal * electron_to_ion_flux(float_formula + extra)
    assert abs(Je / J_ideal - np.exp(-extra)) < 1e-5
    print(f"  {extra*Te:5.1f} {J_ideal:.4f} {Je:.4f} {J_ideal-Je:.4f}")
print("RATIOS from 100 V to 400 V sheath drop:")
print(f"  ion flux, full model = {flux_full[4]/flux_full[2]:.4f}")
print(f"  flux if Child thickness were frozen = "
      f"{(drops_V[4]/drops_V[2])**1.5:.3f}")
print(f"  sheath thickness, full model = "
      f"{thickness_full[4]/thickness_full[2]:.3f}")
print(f"  Child thickness = "
      f"{child_thickness(drops[4])/child_thickness(drops[2]):.3f}")
print(f"  ion energy, full model = {energy_full[4]/energy_full[2]:.3f}")
print("OK")
```

Output:

```
Te = 3.0 V, n0 = 1.0e+16 m^-3
centre-to-wall distance = 5.0 cm
argon ion mass = 39.95 u = 6.6339e-26 kg
Bohm speed = 2691.7 m/s
edge density n0/2 = 5.00e+15 m^-3
Debye length, centre = 0.1288 mm
Debye length, edge = 0.1821 mm
ideal ion flux = 1.3459e+19 m^-2 s^-1
ideal ion current density = 2.1563 A/m^2
floating sheath drop = 4.6790 Te = 14.037 V
presheath length*nu/uB = 0.5708
FORMULAS: V(V) energy(eV) growth(mm) Child s(mm) power(W/m^2)
   14.04   15.54  0.000  0.459   33.50
   50.00   51.50  0.979  1.191  111.05
  100.00  101.50  1.935  2.003  218.87
  200.00  201.50  3.460  3.368  434.50
  400.00  401.50  5.939  5.665  865.76
FULL MODEL: V(V) flux(m^-2 s^-1) flux/ideal energy(eV)
   14.04 1.3684e+19 1.0168   15.46
   50.00 1.3688e+19 1.0170   51.43
  100.00 1.3691e+19 1.0173  101.42
  200.00 1.3697e+19 1.0177  201.42
  400.00 1.3707e+19 1.0185  401.42
FULL MODEL: V(V) s(mm) growth(mm) presheath drop(V) nu(1/s)
   14.04  1.830  0.000 2.092 3.2159e+04
   50.00  2.787  0.957 2.093 3.2816e+04
  100.00  3.725  1.895 2.093 3.3486e+04
  200.00  5.222  3.393 2.093 3.4613e+04
  400.00  7.654  5.824 2.094 3.6616e+04
full-model flux spread over all biases = 0.168 %
NEAR FLOATING: V-Vf(V) ion, electron, net current (A/m^2)
    0.0 2.1563 2.1563 0.0000
    3.0 2.1563 0.7933 1.3631
    6.0 2.1563 0.2918 1.8645
    9.0 2.1563 0.1074 2.0490
   15.0 2.1563 0.0145 2.1418
RATIOS from 100 V to 400 V sheath drop:
  ion flux, full model = 1.0012
  flux if Child thickness were frozen = 8.000
  sheath thickness, full model = 2.055
  Child thickness = 2.828
  ion energy, full model = 3.958
OK
```
